# Layer pseudospin and the effective magnetic field in twisted MoTe2: test program

```python
# Result under test: in the two-layer moire model
#   K = p^2/2m - Delta0(r) - Delta(r).sigma
# states that follow the layer pseudospin n = Delta/|Delta| feel a periodic field
#   b = -(1/2) n.(dx n x dy n), cell flux = -2 pi sgn(V sin psi),
# and a scalar potential D = (hbar^2/8m) sum_i |d_i n|^2.
# V, psi: layer potential strength and phase; w: tunnelling; energies in meV,
# lengths in nm. b is a flux density in rad/nm^2 (field times e/hbar).
# The gap-scaled family K_s = p^2/2m - Delta0 - |Delta| + s(|Delta| - Delta.sigma)
# equals K at s = 1 and must approach the adiabatic Hamiltonian as s grows.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal

period, mass_ratio = 6.0, 0.6
V0, PSI0, W0 = 10.0, np.deg2rad(120.0), -30.0
meV = 1e-3 * const.e
hb2m = const.hbar**2 / (mass_ratio * const.m_e) / meV * 1e18   # hbar^2/m
tesla = const.hbar / const.e * 1e18                            # rad/nm^2 -> T

g_len = 4 * np.pi / (np.sqrt(3) * period)
ang = np.array([0, 2 * np.pi / 3, 4 * np.pi / 3])
g = g_len * np.stack([np.cos(ang), np.sin(ang)], axis=1)
q = g_len / np.sqrt(3) * np.stack([np.cos(ang + np.pi / 2),
                                   np.sin(ang + np.pi / 2)], axis=1)
recip = g[:2]
cell = 2 * np.pi * np.linalg.inv(recip).T        # rows: direct lattice vectors
area = abs(np.linalg.det(cell))
assert np.allclose(g, [q[2] - q[1], q[0] - q[2], q[1] - q[0]])


def texture(r, V=V0, psi=PSI0, w=W0):
    gr, qr = r @ g.T, r @ q.T
    wave = np.exp(1j * qr)
    T, dT = w * wave.sum(-1), w * (1j * wave) @ q
    dz = -2 * V * np.sin(psi) * np.sin(gr).sum(-1)
    ddz = -2 * V * np.sin(psi) * np.cos(gr) @ g
    common = 2 * V * np.cos(psi) * np.cos(gr).sum(-1)
    vec = np.stack([T.real, -T.imag, dz], axis=-1)
    grad = np.stack([dT.real, -dT.imag, ddz], axis=-2)
    return common, vec, grad


def geometry(vec, grad):
    size = np.sqrt((vec**2).sum(-1))
    triple = (vec * np.cross(grad[..., 0], grad[..., 1])).sum(-1)
    radial = np.einsum('...a,...ai->...i', vec, grad)
    stiff = (grad**2).sum((-1, -2)) / size**2 - (radial**2).sum(-1) / size**4
    return size, -triple / (2 * size**3), stiff


def grid(n):
    f = np.arange(n) / n
    f1, f2 = np.meshgrid(f, f, indexing='ij')
    return f1[..., None] * cell[0] + f2[..., None] * cell[1]


def spinor(r, periodic_frame=False):
    vec = texture(r)[1]
    mat = np.empty(vec.shape[:-1] + (2, 2), complex)
    mat[..., 0, 0], mat[..., 1, 1] = -vec[..., 2], vec[..., 2]
    mat[..., 0, 1] = -(vec[..., 0] - 1j * vec[..., 1])
    mat[..., 1, 0] = np.conj(mat[..., 0, 1])
    u = np.linalg.eigh(mat)[1][..., :, 0]
    if periodic_frame:
        u = u.copy()
        u[..., 1] *= np.exp(1j * (r @ q[0]))
    return u


def overlap(u, v):
    return (np.conj(u) * v).sum(-1)


# --- local field, scalar potential and frame relation from spinor overlaps ---
rng = np.random.default_rng(3)
step = 0.002
ex, ey = np.array([step, 0.0]), np.array([0.0, step])
centres = rng.random((12, 2)) @ cell
_, vec, grad = texture(centres)
size, b_formula, stiff_formula = geometry(vec, grad)


def loop_field(periodic_frame):
    shifts = [(-ex - ey) / 2, (ex - ey) / 2, (ex + ey) / 2, (-ex + ey) / 2]
    u = [spinor(centres + d, periodic_frame) for d in shifts]
    prod = 1.0
    for i in range(4):
        prod = prod * overlap(u[i], u[(i + 1) % 4])
    return -np.angle(prod) / step**2


b_loop = loop_field(False)
err_b = np.max(np.abs(b_loop - b_formula))
assert err_b < 1e-4
metric = 0.0
for d in (ex, ey):
    ov = overlap(spinor(centres - d / 2), spinor(centres + d / 2))
    metric = metric + (1 - np.abs(ov)**2) / step**2
err_D = np.max(np.abs(hb2m / 2 * metric - hb2m / 8 * stiff_formula))
assert err_D < 1e-2


def n_z(r):
    v = texture(r)[1]
    return v[..., 2] / np.sqrt((v**2).sum(-1))


frame_shift = (-q[0, 1] * (n_z(centres + ex / 2) - n_z(centres - ex / 2))
               + q[0, 0] * (n_z(centres + ey / 2) - n_z(centres - ey / 2))) / (2 * step)
b_periodic = loop_field(True)
assert np.max(np.abs(b_loop - b_periodic - frame_shift)) < 1e-4
assert np.max(np.abs(frame_shift)) > 1e-2

# --- total flux: plaquette sum in periodic frame, and quadrature of b ---
u = spinor(grid(60), True)
u1, u2 = np.roll(u, -1, 0), np.roll(u, -1, 1)
u12 = np.roll(u1, -1, 1)
plaq = overlap(u, u1) * overlap(u1, u12) * overlap(u12, u2) * overlap(u2, u)
flux_plaquettes = -np.angle(plaq).sum() / (2 * np.pi)
assert abs(flux_plaquettes + np.sign(V0 * np.sin(PSI0))) < 1e-8

big = grid(240)
flux_rows = []
for V, deg, w in [(10, 120, -30), (10, -120, -30), (10, 60, 30),
                  (20, 100, -20), (8, -40, 12)]:
    psi = np.deg2rad(deg)
    _, vv, gg = texture(big, V, psi, w)
    flux = geometry(vv, gg)[1].mean() * area / (2 * np.pi)
    assert abs(flux + np.sign(V * np.sin(psi))) < 1e-6
    flux_rows.append((V, deg, w, flux))
closed = np.sqrt((texture(big, V0, np.pi, W0)[1]**2).sum(-1)).min()
assert closed < 1e-9

common, vec, grad = texture(big)
size, b, stiff = geometry(vec, grad)
D = hb2m / 8 * stiff
assert np.all(D - hb2m * np.abs(b) / 2 > -1e-8)
b0 = 2 * np.pi / area
cyclotron = hb2m * b0

# --- Fourier coefficients of everything the band calculations need ---
nf = 48
common_s, vec_s, grad_s = texture(grid(nf))
size_s, b_s, stiff_s = geometry(vec_s, grad_s)
T_periodic = (vec_s[..., 0] - 1j * vec_s[..., 1]) * np.exp(-1j * (grid(nf) @ q[0]))


def fourier(f):
    return np.fft.fft2(f) / nf**2


def disc(cut):
    m = np.array([(i, j) for i in range(-12, 13) for j in range(-12, 13)])
    return m[np.linalg.norm(m @ recip, axis=1) <= cut * g_len + 1e-9]


thirds = [(i / 3, j / 3) for i in range(3) for j in range(3)]
# A threefold-symmetric set: any relabelling of the symmetric momenta maps it
# to itself, so energies of each band can be compared after sorting.
nb = 2
m_pw = disc(9)
dm = m_pw[:, None, :] - m_pw[None, :, :]


def toeplitz(f):
    return fourier(f)[dm[..., 0], dm[..., 1]]


def two_layer_bands(s):
    base = -common_s - size_s + s * size_s
    h11, h22 = toeplitz(base - s * vec_s[..., 2]), toeplitz(base + s * vec_s[..., 2])
    h12 = toeplitz(-s * T_periodic)
    pot = np.block([[h11, h12], [h12.conj().T, h22]])
    out = []
    for f in thirds:
        k = (m_pw + np.array(f)) @ recip
        kin = np.concatenate([(k**2).sum(1), ((k - q[0])**2).sum(1)])
        out.append(eigh(pot + np.diag(hb2m / 2 * kin), eigvals_only=True,
                        subset_by_index=[0, nb - 1]))
    return np.sort(np.array(out), axis=0)


def no_field_bands():
    pot = toeplitz(-common_s - size_s + hb2m / 8 * stiff_s)
    out = []
    for f in thirds:
        k = (m_pw + np.array(f)) @ recip
        out.append(eigh(pot + np.diag(hb2m / 2 * (k**2).sum(1)),
                        eigvals_only=True, subset_by_index=[0, nb - 1]))
    return np.sort(np.array(out), axis=0)


# --- adiabatic Hamiltonian in Landau levels of the mean field ---
# A negative mean field is turned positive by complex conjugation, which leaves
# the set of energies unchanged.
n_ll, n_quad = 200, 700
m_ll = disc(8)
G_ll = m_ll @ recip
nodes, vecs = eigh_tridiagonal(np.zeros(n_quad), np.sqrt(np.arange(1, n_quad)))
vecs = vecs[:n_ll]
level = np.arange(n_ll)
shell_cache = {}
ops = np.empty((len(m_ll), n_ll * n_ll), complex)
for i, (m, G) in enumerate(zip(m_ll, G_ll)):
    beta = (G[1] - 1j * G[0]) / np.sqrt(2 * b0)
    key = int(m[0]**2 + m[1]**2 - m[0] * m[1])
    if key not in shell_cache:
        arg = abs(beta) * nodes
        shell_cache[key] = ((vecs * np.cos(arg)) @ vecs.T
                            + 1j * (vecs * np.sin(arg)) @ vecs.T)
    turn = np.exp(1j * np.angle(beta) * level)
    ops[i] = (turn[:, None] * shell_cache[key] * turn.conj()[None, :]).ravel()

sign_b = np.sign(b_s.mean())
bG = fourier(sign_b * b_s)[m_ll[:, 0], m_ll[:, 1]]
G2 = (G_ll**2).sum(1)
nonzero = G2 > 1e-9
inv_G2 = np.where(nonzero, 1 / np.where(nonzero, G2, 1.0), 0.0)
axG, ayG = 1j * G_ll[:, 1] * bG * inv_G2, -1j * G_ll[:, 0] * bG * inv_G2
lower = np.diag(np.sqrt(np.arange(1, n_ll)), 1)
Px = np.sqrt(b0 / 2) * (lower + lower.T)
Py = -1j * np.sqrt(b0 / 2) * (lower - lower.T)


def adiabatic_bands(scalar, keep=170):
    sG = fourier(scalar)[m_ll[:, 0], m_ll[:, 1]]
    parity = (m_ll[:, 0] * m_ll[:, 1] + m_ll[:, 0] + m_ll[:, 1]) % 2
    out = []
    for f in thirds:
        eta = (1 - 2 * parity) * np.exp(2j * np.pi * (m_ll @ np.array(f)))
        ax, ay, sc = (np.array([axG, ayG, sG]) * eta @ ops).reshape(3, n_ll, n_ll)
        px, py = Px - ax, Py - ay
        h = (hb2m / 2 * (px @ px + py @ py) + sc)[:keep, :keep]
        out.append(eigh((h + h.conj().T) / 2, eigvals_only=True,
                        subset_by_index=[0, nb - 1]))
    return np.sort(np.array(out), axis=0)


surface = -common_s - size_s
E_ad = adiabatic_bands(surface + hb2m / 8 * stiff_s)
basis_change = np.max(np.abs(
    E_ad - adiabatic_bands(surface + hb2m / 8 * stiff_s, keep=130)))
assert basis_change < 0.05
E_noD = adiabatic_bands(surface)
E_nofield = no_field_bands()
scales = (1, 12, 48)
E_s = {s: two_layer_bands(s) for s in scales}
err = {s: np.max(np.abs(E_s[s] - E_ad)) for s in scales}
limit = (4 * E_s[48] - E_s[12]) / 3          # removes the 1/s term
err_limit = np.max(np.abs(limit - E_ad))

print("moire period = %.3f nm, cell area = %.4f nm^2" % (period, area))
print("mass = %.2f m_e, hbar^2/m = %.3f meV nm^2" % (mass_ratio, hb2m))
print("V = %.1f meV, psi = %.1f deg, w = %.1f meV" % (V0, np.rad2deg(PSI0), W0))
print("Wilson loop against b formula, max error = %.1e rad/nm^2" % err_b)
print("overlap against D formula, max error = %.1e meV" % err_D)
print("flux from plaquettes, periodic frame = %.8f quanta" % flux_plaquettes)
for row in flux_rows:
    print("V=%g meV psi=%g deg w=%g meV: flux = %.8f quanta" % row)
print("smallest |Delta| at psi = 180 deg = %.1e meV" % closed)
print("mean field magnitude = %.3f T" % (b0 * tesla))
print("field range over cell = %.2f to %.2f T" % (b.min() * tesla, b.max() * tesla))
for name, i, j in [("aligned point", 0, 0), ("honeycomb point +", 80, 80),
                   ("honeycomb point -", 160, 160), ("bond midpoint", 120, 0)]:
    print("%s: b = %.2f T, D = %.3f meV" % (name, b[i, j] * tesla, D[i, j]))
    print("   |Delta| = %.3f meV, Delta_z = %.3f meV, -Delta0-|Delta| = %.3f meV"
          % (size[i, j], vec[i, j, 2], -common[i, j] - size[i, j]))
print("cell mean of D = %.3f meV" % D.mean())
print("smallest local gap 2|Delta| = %.3f meV" % (2 * size.min()))
print("mean-field cyclotron energy = %.3f meV" % cyclotron)
print("lowest band on nine momenta, bottom and top:")
for s in scales:
    print("   two-layer, s = %d: %.3f, %.3f meV" % (s, E_s[s][0, 0], E_s[s][-1, 0]))
print("   extrapolated s -> infinity: %.3f, %.3f meV" % (limit[0, 0], limit[-1, 0]))
print("   adiabatic: %.3f, %.3f meV" % (E_ad[0, 0], E_ad[-1, 0]))
print("   adiabatic without D: %.3f, %.3f meV" % (E_noD[0, 0], E_noD[-1, 0]))
print("   adiabatic without field: %.3f, %.3f meV" % (E_nofield[0, 0], E_nofield[-1, 0]))
print("largest difference from adiabatic, two lowest bands:")
for s in scales:
    print("   s = %d: %.4f meV" % (s, err[s]))
print("   extrapolated: %.4f meV" % err_limit)
print("Landau basis change 130 to 170 levels = %.1e meV" % basis_change)

assert err[1] > err[12] > err[48]
assert 3.0 < err[12] / err[48] < 5.0         # error of order 1/s
assert err_limit < 0.2
assert np.max(np.abs(E_noD - limit)) > 10 * err_limit
assert np.max(np.abs(E_nofield - limit)) > 10 * err_limit
print("done: every assertion held")
```

Output:

```
moire period = 6.000 nm, cell area = 31.1769 nm^2
mass = 0.60 m_e, hbar^2/m = 126.999 meV nm^2
V = 10.0 meV, psi = 120.0 deg, w = -30.0 meV
Wilson loop against b formula, max error = 3.3e-07 rad/nm^2
overlap against D formula, max error = 3.8e-05 meV
flux from plaquettes, periodic frame = -1.00000000 quanta
V=10 meV psi=120 deg w=-30 meV: flux = -1.00000000 quanta
V=10 meV psi=-120 deg w=-30 meV: flux = 1.00000000 quanta
V=10 meV psi=60 deg w=30 meV: flux = -1.00000000 quanta
V=20 meV psi=100 deg w=-20 meV: flux = -1.00000000 quanta
V=8 meV psi=-40 deg w=12 meV: flux = 1.00000000 quanta
smallest |Delta| at psi = 180 deg = 5.2e-14 meV
mean field magnitude = 132.652 T
field range over cell = -641.61 to 0.00 T
aligned point: b = 0.00 T, D = 0.000 meV
   |Delta| = 90.000 meV, Delta_z = -0.000 meV, -Delta0-|Delta| = -60.000 meV
honeycomb point +: b = -160.40 T, D = 15.474 meV
   |Delta| = 45.000 meV, Delta_z = -45.000 meV, -Delta0-|Delta| = -60.000 meV
honeycomb point -: b = -160.40 T, D = 15.474 meV
   |Delta| = 45.000 meV, Delta_z = 45.000 meV, -Delta0-|Delta| = -60.000 meV
bond midpoint: b = -641.61 T, D = 61.898 meV
   |Delta| = 30.000 meV, Delta_z = -0.000 meV, -Delta0-|Delta| = -40.000 meV
cell mean of D = 13.966 meV
smallest local gap 2|Delta| = 60.000 meV
mean-field cyclotron energy = 25.595 meV
lowest band on nine momenta, bottom and top:
   two-layer, s = 1: -38.939, -22.253 meV
   two-layer, s = 12: -33.843, -18.467 meV
   two-layer, s = 48: -33.240, -18.071 meV
   extrapolated s -> infinity: -33.039, -17.939 meV
   adiabatic: -33.010, -17.899 meV
   adiabatic without D: -42.683, -35.104 meV
   adiabatic without field: -42.045, -20.613 meV
largest difference from adiabatic, two lowest bands:
   s = 1: 11.1559 meV
   s = 12: 1.7351 meV
   s = 48: 0.4907 meV
   extrapolated: 0.0759 meV
Landau basis change 130 to 170 levels = 2.5e-05 meV
done: every assertion held
```
